\section*{Growing discharge patterns: from Eden clusters to sparse branches}

\section{Where the naive scheme departs from the rule}

A discharge pattern is to grow on a lattice, one bond at a time, with a probability set by the local field raised to a power $\eta$. The obvious scheme attaches a site, relaxes the potential by a few sweeps, draws the next site from the pattern's empty neighbours with weight $\phi^\eta$, and repeats. It departs from the intended rule in three ways.

First, the field is out of date. In a Jacobi sweep each site sees its nearest neighbours alone, so after $m$ sweeps nothing farther than $m$ lattice steps from the new site has responded to it. An exponent above 1 then magnifies the error. For a weight $w=\phi^\eta$,
\begin{equation}
\ln w=\eta\ln\phi
\quad\Rightarrow\quad
\frac{\delta w}{w}\simeq\eta\,\frac{\delta\phi}{\phi}
\end{equation}
for small errors. At $\eta=4$, a potential that is 10\% too high gives a weight too high by the factor $1.1^4=1.46$. A factor common to all sites cancels in the probabilities, but errors that differ from site to site do not. For given relative errors in $\phi$, the weights are distorted most where $\eta$ is largest, which harms a comparison between exponents.

Second, drawing among empty \emph{sites} is not the same as drawing among \emph{bonds}. An empty site touched by three pattern sites can be reached by three bonds, and must count three times.

Third, the case $\eta=0$ is ambiguous. A hole enclosed by the pattern has $\phi=0$, and its weight there is $0^0$. Whether holes fill depends on a convention that the code may settle unnoticed.

The first two departures need not be large in averaged quantities. For the patterns tabulated below, three sweeps per step give $147\pm5$ and $68\pm2$ sites at $\eta=2$ and 4, against $140\pm4$ and $68\pm2$ for the exact field. Site weights give $237\pm11$ sites at $\eta=1$, against $262\pm8$; they define a neighbouring model rather than a wrong one. The scheme below removes the uncertainty: the potential is updated without iteration, bonds are counted, and the convention is stated.

\section{The growth rule}

Take a square lattice inside a ring electrode, with lengths in lattice pitches. The pattern is a set of sites, all at potential $\phi=0$, and the ring is at $\phi=1$. If the pattern is at voltage $V_0$ and the ring is earthed, then $\phi=(V_0-V)/V_0$. At every empty site $x$ inside the ring,
\begin{equation}
(L\phi)(x)\equiv 4\phi(x)-\sum_{y\sim x}\phi(y)=b(x),
\label{eq:lap}
\end{equation}
where the sum runs over neighbours inside the ring and $b(x)$ is the number of neighbours on the electrode, each contributing $\phi=1$.

The Niemeyer--Pietronero--Wiesmann rule selects one bond from the pattern to an empty site. The potential difference along a bond ending at $q$ is $\phi_q-0=\phi_q$, so all $k_q$ bonds that end there have equal weight. The probability that site $q$ is added is
\begin{equation}
P_q=\frac{k_q\,\phi_q^{\eta}}{\sum_r k_r\,\phi_r^{\eta}} .
\label{eq:rule}
\end{equation}
Here $0^0=1$ is adopted. The rule assumes a perfectly conducting pattern, no threshold field and no space charge.

\section{An update without iteration}

Suppose $n$ sites have been grounded and the potential $\phi_n$ is known. Let $G_n(x,y)$ be the potential at $x$ due to a unit source at the empty site $y$, with pattern and ring both at zero:
\begin{equation}
(LG_n)(x,y)=\delta_{xy}\ \text{for empty }x,\qquad G_n(x,y)=0\ \text{on the pattern}.
\end{equation}
When site $s$ is grounded, charge appears on it. The response must be proportional to $G_n(\cdot,s)$, with the amplitude that brings $\phi(s)$ to zero:
\begin{equation}
\phi_{n+1}(x)=\phi_n(x)-\phi_n(s)\,\frac{G_n(x,s)}{G_n(s,s)} .
\label{eq:phi}
\end{equation}
To verify this, apply $L$ at an empty site $x\ne s$. The first term gives $b(x)$ and the second gives $\delta_{xs}=0$. On the old pattern both terms vanish, and at $x=s$ the right side is $\phi_n(s)-\phi_n(s)=0$. All conditions hold. The solution is unique: the difference of two solutions equals the average of its four neighbours at each empty site and vanishes on pattern and ring, so it can have neither a positive maximum nor a negative minimum.

The next step needs $G_{n+1}$, and the same argument supplies it:
\begin{equation}
G_{n+1}(x,y)=G_n(x,y)-\frac{G_n(x,s)\,G_n(s,y)}{G_n(s,s)} .
\label{eq:G}
\end{equation}
For $x\neq s$, $L$ acting on the right side gives $\delta_{xy}-0$, and at $x=s$ the two terms cancel.

Updating the whole matrix would be wasteful, because one column per step suffices. Write $s_n$ for the site grounded at step $n$ and define
\begin{equation}
u_n(x)=\frac{G_n(x,s_n)}{\sqrt{G_n(s_n,s_n)}} .
\end{equation}
Since $L$ is symmetric, so is $G_n$, and (\ref{eq:G}) becomes $G_{n+1}(x,y)=G_n(x,y)-u_n(x)u_n(y)$. Summing these changes from the empty ring onwards gives
\begin{equation}
G_n(x,s_n)=G_0(x,s_n)-\sum_{k=0}^{n-1}u_k(x)\,u_k(s_n).
\label{eq:chol}
\end{equation}
This is a Cholesky factorization of $G_0$ whose pivots are chosen by the discharge. Because $u_n(s_n)=\sqrt{G_n(s_n,s_n)}$, the ratio in (\ref{eq:phi}) is $u_n(x)/u_n(s_n)$, and
\begin{equation}
\phi_{n+1}(x)=\phi_n(x)-\phi_n(s_n)\,\frac{u_n(x)}{u_n(s_n)},\qquad \phi_0(x)=1 .
\end{equation}
The starting value is right because $L$ applied to the constant 1 gives 4 minus the number of inner neighbours, which is $b$.

The division is safe. On the empty sites $L=4-A$, where $A$ is the matrix of neighbour links, and
\begin{equation}
G_n=(4-A)^{-1}=\tfrac14\sum_{j=0}^{\infty}\left(\tfrac{A}{4}\right)^j .
\end{equation}
The series converges because from every empty site a path of links leads to a site next to the pattern or the ring, where the row sum of $A/4$ is below 1; all eigenvalues of $A/4$ are then smaller than 1 in size. All terms are non-negative and the $j=0$ term contributes $\tfrac14$ to the diagonal, so $G_n(s,s)\ge\tfrac14$ at every empty site.

Equation (\ref{eq:chol}) holds site by site, so it need be evaluated only in a window that contains the pattern and its neighbours. The ring remains fully included through $G_0$. With $M$ window sites, step $n$ costs about $Mn$ multiplications, and a pattern of $N$ sites costs about $MN^2/2$. For $M=1517$ and $N=262$ this is $5\times10^7$. Here $G_0$ is stored on the whole window, $M^2=2.3\times10^6$ numbers, so that many runs can share it. This is a convenience: each step needs one column, which a sparse factorization of $L$ supplies on demand. The vectors $u_k$ must be kept, $MN=4\times10^5$ numbers, and this storage together with the cost $MN^2/2$ limits the method for much larger patterns.

For a grown pattern of 276 sites, the updated potential was tested against a direct sparse solution of (\ref{eq:lap}). The largest difference was $10^{-14}$, on a scale where the ring has $\phi=1$.

That accuracy is absolute, not relative. In an enclosed hole the computed $\phi$ may be $10^{-16}$ instead of zero. At $\eta=1$ this is harmless, but at $\eta=0.05$ the weight would be $10^{-0.8}=0.16$. For small positive $\eta$, enclosed sites must therefore be identified by connectivity and given weight zero.

\section{Exponent zero: Eden growth and its holes}

At $\eta=0$ every factor $\phi^\eta$ in (\ref{eq:rule}) is 1. With $B=\sum_r k_r$ bonds, each is chosen with probability $1/B$. This is the bond version of Eden growth; the site version would give each empty border site the same probability whatever its $k_q$.

The same process can be generated with no growth rule at all. Give every lattice bond an independent waiting time with density $e^{-t}$, starting when one of its ends is occupied. Among $B$ waiting bonds, a given one fires first with probability
\begin{equation}
\int_0^\infty e^{-t}\left(e^{-t}\right)^{B-1}dt=\int_0^\infty e^{-Bt}\,dt=\frac1B .
\end{equation}
The exponential law has no memory, so the bonds that have not fired start afresh. A site is then occupied at the shortest total passage time from the seed. Patterns were stopped at the first site at distance 20 or more from the seed. Shortest-path calculations gave $702.0\pm7.4$ sites (200 runs), and the growth rule gave $715.0\pm16.8$ (40 runs). The difference of 13 is below the combined standard error of 18.

The limit $\eta\to0^+$ is a different process. Take a closed loop of eight sites around one empty site. It has 12 outward bonds and 4 inward ones, so Eden growth fills the hole in the next step with probability $4/16=0.25$. For any $\eta>0$ the probability is zero, because the hole's four neighbours are all at $\phi=0$ and (\ref{eq:lap}) then gives $\phi=0$ in the hole. Exponent zero gives Eden growth under the convention $0^0=1$, not as a limit from positive exponents.

\section{What a larger exponent does to a given pattern}

Hold the pattern fixed and label its bonds with $\phi_i>0$ by $i$. Let $\ell_i=\ln\phi_i$, $Z=\sum_i e^{\eta\ell_i}$ and $p_i=e^{\eta\ell_i}/Z$. Since $d\ln Z/d\eta=\sum_i p_i\ell_i=\langle\ell\rangle$,
\begin{equation}
\frac{dp_i}{d\eta}=p_i\left(\ell_i-\langle\ell\rangle\right).
\end{equation}
For any function $f$ of the potential that does not decrease with $\phi$,
\begin{equation}
\frac{d\langle f\rangle}{d\eta}=\langle f\ell\rangle-\langle f\rangle\langle\ell\rangle
=\frac12\sum_{i,j}p_ip_j(f_i-f_j)(\ell_i-\ell_j)\ge0,
\label{eq:cov}
\end{equation}
because the two brackets never have opposite signs. Choosing $f$ as a step shows that the probability of growing at a bond above any given field cannot fall as $\eta$ rises. Choosing $f=\ell$ gives $d\langle\ell\rangle/d\eta=\mathrm{Var}(\ell)$.

The number of bonds that share the growth is measured by $e^H$, where
\begin{equation}
H=-\sum_i p_i\ln p_i=-\sum_i p_i(\eta\ell_i-\ln Z)=\ln Z-\eta\langle\ell\rangle .
\end{equation}
Differentiation gives
\begin{equation}
\frac{dH}{d\eta}=\langle\ell\rangle-\langle\ell\rangle-\eta\,\mathrm{Var}(\ell)=-\eta\,\mathrm{Var}(\ell)\le0 .
\end{equation}
The 276-site pattern, grown at $\eta=1$, has 356 bonds, of which 250 have $\phi>10^{-9}$. On these, $e^H$ falls from 250 at $\eta=0$ to 122, 68 and 25 at $\eta=1,2,4$. In the opposite limit, $\eta\to\infty$, only the bonds tied for the largest $\phi$ survive, and growth is deterministic apart from ties.

\section{Why this makes patterns sparse}

The result for a fixed pattern does not settle the shape, since different exponents soon produce different patterns. It must also be shown that the strong bonds are the ones that extend branches. For a straight rod of 21 sites centred in a ring of radius 40, $\phi=0.172$ beyond the tip and $0.047$ beside the middle. A tip bond is therefore preferred to a mid-flank bond by the factor $3.66^\eta$: 1, 3.7, 13 and 180 for $\eta=0,1,2,4$.

Preference competes with number, for the rod has 2 tip bonds and 42 flank bonds. Along the flank $\phi$ is smallest in the middle and rises towards the ends. Giving every flank bond the mid-flank value therefore overstates the tips' share of the growth for $\eta>0$, and that share is at most
\begin{equation}
\frac{2\times3.66^\eta}{2\times3.66^\eta+42}\approx0.05,\ 0.15,\ 0.39,\ 0.90
\quad(\eta=0,1,2,4).
\end{equation}
Side growth therefore still dominates at $\eta=1$ and $\eta=2$. The bound is generous, because the flank bonds next to the ends have $\phi=0.124$. Summing over the actual flank values gives tip shares of 0.045, 0.11, 0.23 and 0.53, so at $\eta=4$ straight lengthening takes just over half of the growth.

Small patterns allow a calculation without sampling: all growth histories up to six sites can be summed with their probabilities. At $\eta=0$ the chance of a straight rod has a closed form. A rod of $m$ sites has $4m$ links, of which $2(m-1)$ are ends of internal ones, leaving $2m+2$ bonds. Two of these prolong it, with probability $2/(2m+2)=1/(m+1)$. The first step always makes a rod, so
\begin{equation}
P_{\rm rod}(n)=\prod_{m=2}^{n-1}\frac1{m+1}=\frac{1}{3\cdot4\cdots n}=\frac{2}{n!},
\qquad P_{\rm rod}(6)=\frac{2}{720}=0.00278 .
\end{equation}
The enumeration reproduces this value and gives 0.0064, 0.0136 and 0.0471 at $\eta=1,2,4$, a seventeenfold rise in all. The mean squared gyration radius grows from 1.27 to 1.38, 1.49 and 1.70 squared pitches. At equal mass, the patterns become more extended. As a test of the sampling, 2000 grown patterns at $\eta=2$ gave $1.500\pm0.008$ against the enumerated 1.493.

For large patterns the comparison holds the reach fixed instead: the seed is central, the ring radius is 40, growth stops at distance 20, and each exponent has 40 runs. Let $N_1,R_1$ be the mass and gyration radius when distance 10 is first reached, and $N_2,R_2$ those at the end. The effective exponent is $D=\langle\ln(N_2/N_1)\rangle/\langle\ln(R_2/R_1)\rangle$, and the filling is the occupied fraction of the disc of radius 10.

\begin{center}
\begin{tabular}{cccc}
$\eta$ & sites $N_2$ & $D$ & filling\\
0 & $715\pm17$ & 2.13 & 0.995\\
1 & $262\pm8$ & 1.87 & 0.47\\
2 & $140\pm4$ & 1.46 & 0.26\\
4 & $68\pm2$ & 1.11 & 0.13
\end{tabular}
\end{center}

The mass needed to span the same distance falls by a factor of ten, and each decrease exceeds 13 combined standard errors. The Eden pattern is compact inside but not a perfect disc: 715 sites would fill a disc of radius $\sqrt{715/\pi}=15.1$, while the leading site is at 20.

The exponents describe this range of sizes and are not asymptotic dimensions. Resampling the 40 runs gives errors of 0.01 to 0.03 in $D$, and another set of 19 runs at $\eta=1$ gave $1.73\pm0.03$, so the second decimal is not established. The value 2.13 makes this plain, since no planar set has a dimension above 2.

The lattice also leaves its mark. With $\theta$ the direction of the last site, $\cos4\theta$ is 1 on the lattice axes and averages zero for evenly spread directions, with a standard error of $1/\sqrt{2\times40}=0.11$ for 40 runs. The means are 0.24, 0.27, 0.38 and 0.76 for $\eta=0,1,2,4$. At $\eta=4$ the arms clearly favour the axes, so their direction is partly a property of the grid. The value at $\eta=2$ is also more than three standard errors from zero, and 500 Eden patterns give a weaker but nonzero $0.13\pm0.03$.

\section{Surface streamers in air}

A real counterpart is a streamer pattern spreading over a thick insulating plate in room air. Take a pitch of 1~mm, a ring of radius 40~mm, 40~kV on the pattern and $\eta=1$; these are round values, and $\eta$ is a choice, not derived from gas physics. Roughly, air breaks down at 30~kV/cm and a positive streamer channel sustains 5~kV/cm. The field averaged from the centre to the ring, $40\,\mathrm{kV}/4\,\mathrm{cm}=10$~kV/cm, is above the latter. On the 276-site pattern the model's largest bond field is 59~kV/cm. Three neglected effects can be sized for the next growth step. (i) Bonds below 30~kV/cm carry 70\% of the growth probability, which a threshold applied to the 1~mm bond field would forbid; over the 40 patterns this share runs from 62\% to 78\%. These figures belong to the planar field and change under (iii). (ii) The longest channel path is 26~mm when counted along lattice steps, which overstates the length of slanting channels. With this length the drop along it is $2.6\,\mathrm{cm}\times5\,\mathrm{kV/cm}=13$~kV, a third of the applied voltage. Solving again with this drop lowers the largest bond field to 37~kV/cm and moves 37\% of the growth to other bonds, as measured by $\frac12\sum_i|p_i-p_i'|$. Other assignments of parent sites give 36\% to 40\%, and counting straight-line distance from the seed gives 21\%. The drop also sends roughly a tenth of the growth into enclosed holes. (iii) Real field lines also leave the plane. With the flat pattern inside a cylindrical electrode of the same radius, closed by insulating ends about 40~mm above and below, 35\% of the growth moves. The fields themselves rise: the largest in-plane bond field becomes 160~kV/cm, and the share below 30~kV/cm falls from 70\% to 17\%.

None of these corrections is small, and since they act on the same bonds they cannot simply be added. The planar model with $\eta=1$ therefore shows how the rule selects branches, but does not predict where a streamer in this arrangement will go next. Deposited surface charge, photoionization and the inner structure of the streamer head, which a 1~mm pitch does not resolve, are outside it altogether.

The third dimension also changes the statement about holes. In the three-dimensional field $e^H$ for the in-plane bonds is 286. Since $e^H$ cannot exceed the number of bonds taking part, at least 36 of the 106 bonds with $\phi<10^{-9}$ in the planar problem now carry growth. In fact all 106 end in enclosed holes, all now carry growth, and together they take 12\% of it. A loop closed in the plane is open from above, and the field enters it there. That enclosed holes stay empty for every $\eta>0$ is thus a property of the planar equipotential model. The remaining figures are in the numerical output.

\section*{Computed values}
\begin{verbatim}
ring radius 40, final reach 20, first reach 10 (pitches)
sites inside ring 5013, sites in window 1517, runs per eta 40
largest gap, incremental vs direct potential: 9.9e-15
Patterns grown to the final reach (mean over runs):
 eta=0: sites 715.0 +- 16.8, effective exponent 2.13, inner filling 0.995, tip cos(4 angle) 0.24
 eta=1: sites 261.8 +- 7.6, effective exponent 1.87, inner filling 0.470, tip cos(4 angle) 0.27
 eta=2: sites 139.5 +- 4.3, effective exponent 1.46, inner filling 0.260, tip cos(4 angle) 0.38
 eta=4: sites 67.9 +- 2.4, effective exponent 1.11, inner filling 0.132, tip cos(4 angle) 0.76
Eden by passage times, 200 runs: sites 702.0 +- 7.4
Exact law of patterns with 6 sites:
 eta=0: straight-rod probability 0.00278, mean squared gyration radius 1.2724 pitch^2
 eta=1: straight-rod probability 0.00642, mean squared gyration radius 1.3830 pitch^2
 eta=2: straight-rod probability 0.01362, mean squared gyration radius 1.4933 pitch^2
 eta=4: straight-rod probability 0.04710, mean squared gyration radius 1.7006 pitch^2
eta=2 growth, 2000 runs: 1.4996 +- 0.0083 pitch^2
Rod of 21 sites: phi at tip 0.1719, at mid flank 0.0470
 eta=0: tip-to-flank preference 1.00
 eta=1: tip-to-flank preference 3.66
 eta=2: tip-to-flank preference 13.40
 eta=4: tip-to-flank preference 179.51
Closed loop of 8 sites: |phi| in hole 2.2e-16, bonds 16, Eden share of hole 0.250
Fixed eta=1 pattern: sites 276, bonds 356, bonds with phi > 1e-9: 250
 eta=0: effective number of active bonds 250.0
 eta=1: effective number of active bonds 122.4
 eta=2: effective number of active bonds 68.0
 eta=4: effective number of active bonds 24.8
Surface streamers in air, same pattern, eta=1:
 pitch 1.0 mm, ring radius 40 mm, voltage 40 kV
 rough breakdown field 30 kV/cm, rough channel field 5 kV/cm
 largest bond field 58.6 kV/cm
 growth share of bonds below breakdown field 0.704
 longest channel path 26 mm, drop along it 13.0 kV
 largest bond field with channel drop 37.0 kV/cm
 growth share moved by channel drop 0.372
 growth share moved by third dimension 0.348
 effective number of active bonds in three dimensions 285.8
\end{verbatim}
